# Precursor Insertion into a Mobile Hard-Disk Inhibitor Layer from Scaled-Particle Theory

**Q.** An inhibitor covers 40% of the surface we want to keep clean. Surely a precursor finds an open place 60% of the time. Why is any theory needed?

**A.** The 60% is the chance that a *point* lands on bare surface. A precursor has a size, and it needs a gap that holds all of it. Let the inhibitors be hard disks of radius $R$ and number density $\rho$, with area fraction $\eta=\pi R^2\rho$. Let the precursor be a hard disk of radius $r=qR$. If it arrives centred at a random point, it fits when no inhibitor centre lies within

$$a=R+r=R(1+q).$$

The insertion probability $P$ is therefore the probability that a circle of radius $a$, placed at random, contains no inhibitor centre.

**Q.** That depends on how the inhibitors are arranged. Which arrangement do you mean?

**A.** I assume the layer is mobile, take the equilibrium fluid of hard disks and average over its configurations. The inhibitors need not move while the precursor lands; they need only have equilibrated beforehand. I also assume that precursors are dilute, do not attract or push aside the inhibitors, and do not remove them. A layer deposited at random and then frozen has different statistics and is not covered. Chemisorbed inhibitors that stay where they land are of this kind, and the difference matters: at $\eta=0.4$ and $q=1$, disks deposited one by one at random free places give $P\approx0.031$, against about $0.047$ for the equilibrium fluid.

It helps to define a work $W=-T\ln P$. The algebra is in atomic units with $k_B=1$, so $T$ is an energy and $\beta=1/T$. Since $P$ is the fraction of the configuration integral that survives when the circle must be empty, $W$ is the free energy needed to open the cavity reversibly.

**Q.** To know whether a circle is empty, you need the correlations among all the disks. Where can you start?

**A.** With cavities so small that correlations cannot enter. Two inhibitor centres are at least $2R$ apart. If $a\le R$, the circle has diameter at most $2R$ and holds at most one centre, apart from a touching pair of zero probability. The chance of one centre then equals the mean number of centres, $\rho\pi a^2$, so

$$P=1-\rho\pi a^2=1-\eta(1+q)^2,\qquad -1\le q\le 0 .$$

Negative $q$ is not a real precursor, but it is a legitimate cavity. Differentiating,

$$\frac{d(\beta W)}{dq}=\frac{2\eta(1+q)}{1-\eta(1+q)^2}.$$

At $q=0$, the point-sized precursor, this gives

$$\beta W=-\ln(1-\eta),\qquad \frac{d(\beta W)}{dq}=\frac{2\eta}{1-\eta}.$$

Your 60% is the first of these.

**Q.** That slope was found on the side $q<0$. Why should it hold for real precursors, with $q>0$?

**A.** Because pairs enter very gently. Put $a=R+\delta$ with small $\delta>0$. Two centres now fit, but both must lie within about $2\delta$ of the rim, on nearly opposite sides. The first has an available area of order $R\delta$. Two points on the rim that miss being opposite by an angle $\varphi$ are $2a\cos(\varphi/2)$ apart, and requiring this to be at least $2R$ limits $\varphi$ to order $\sqrt{\delta/R}$. The second centre thus has an area of order $R\delta\sqrt{\delta/R}$. With a finite pair density, the pair probability scales as $\delta^{5/2}$, which changes neither the value nor the slope at $q=0$.

**Q.** You still know nothing about a precursor of finite size.

**A.** We know the opposite limit. Opening a macroscopic cavity means pushing the fluid back against its lateral pressure $p$. The cost is $p\pi r^2$ plus a term proportional to the perimeter. Using $a$ instead of $r$ in the area would only shift the lower terms. Scaled-particle theory joins the two limits by a quadratic:

$$\beta W=-\ln(1-\eta)+\frac{2\eta}{1-\eta}\,q+y\,q^2,\qquad y=\beta p\pi R^2 .$$

The first two coefficients come from $q=0$, the third from the macroscopic cavity.

**Q.** That is a guess. Can you show that it isn't exact?

**A.** Yes, once $y$ is known, so let us find it first. Enlarge an empty circle from $a$ to $a+da$. It stays empty unless a centre lies in the thin ring. Write the density of centres at the rim, given an empty circle, as $\rho G$. Then

$$\frac{P(a+da)}{P(a)}=1-2\pi a\rho G\,da
\quad\Rightarrow\quad
\frac{d(\beta W)}{da}=2\pi a\rho G .$$

With $a=R(1+q)$ and $da=R\,dq$, this becomes

$$\frac{d(\beta W)}{dq}=2\pi R^2\rho(1+q)G=2\eta(1+q)G .$$

At $q=1$ the cavity has radius $2R$ and excludes centres just as another inhibitor would. There $G$ equals the pair distribution function $g(\sigma)$ at contact, with $\sigma=2R$.

**Q.** And how does a contact density give a pressure?

**A.** Expand the area $\mathcal A$ of a layer of $N$ disks by a small fraction $\epsilon$. Apart from the ideal-gas factor $\mathcal A^N$, this is equivalent to keeping the area fixed and shrinking $\sigma$ by $\epsilon\sigma/2$, since lengths scale as the square root of area. Each reduction $d\sigma$ frees configurations in proportion to the number of pairs at contact, $\tfrac N2\,2\pi\sigma\rho g(\sigma)\,d\sigma$. The logarithm of the configuration integral therefore grows by

$$\epsilon N+\frac{\epsilon\sigma}{2}\,\frac N2\,2\pi\sigma\rho g(\sigma).$$

This equals $\beta p\,\epsilon\mathcal A$. Dividing by $\epsilon\mathcal A$ gives

$$\beta p=\rho+\frac{\pi}{2}\rho^2\sigma^2g(\sigma).$$

Multiply by $\pi R^2$ and use $\sigma^2=4R^2$:

$$y=\eta(1+2\eta G).$$

The quadratic supplies a second relation. Its slope at $q=1$ must equal $4\eta G$:

$$4\eta G=\frac{2\eta}{1-\eta}+2y
\quad\Rightarrow\quad
2\eta G=\frac{\eta}{1-\eta}+y .$$

Substitute this into the pressure relation:

$$y=\eta+\frac{\eta^2}{1-\eta}+\eta y=\frac{\eta}{1-\eta}+\eta y
\quad\Rightarrow\quad
y=\frac{\eta}{(1-\eta)^2}.$$

**Q.** You forced the theory to obey one relation. An approximate theory can give a different pressure by a different route.

**A.** Then try thermodynamics. At fixed $T$ the Gibbs–Duhem relation is $dp=\rho\,d\mu$. The chemical potential is $\beta\mu=\ln\rho+\beta\mu_{\rm ex}$ plus a constant, so multiplying by $\beta\pi R^2$ gives

$$\frac{dy}{d\eta}=1+\eta\frac{d(\beta\mu_{\rm ex})}{d\eta}.$$

The excess part is the work of inserting one more inhibitor, which is $W$ at $q=1$. Hence

$$\frac{dy}{d\eta}=1+\eta\left[\frac1{1-\eta}+\frac2{(1-\eta)^2}+\frac{dy}{d\eta}\right].$$

Collect the derivatives on the left and use $1+\eta/(1-\eta)=1/(1-\eta)$:

$$(1-\eta)\frac{dy}{d\eta}=\frac1{1-\eta}+\frac{2\eta}{(1-\eta)^2}=\frac{1+\eta}{(1-\eta)^2}.$$

So $dy/d\eta=(1+\eta)/(1-\eta)^3$. This is the derivative of $\eta/(1-\eta)^2$, and both vanish at $\eta=0$. The two routes agree.

**Q.** So what is the prediction?

**A.** Putting $y$ into the quadratic,

$$\boxed{P=(1-\eta)\exp\left[-\frac{2\eta q}{1-\eta}-\frac{\eta q^2}{(1-\eta)^2}\right],\qquad q\ge0.}$$

It falls with precursor size at fixed $\eta>0$ and with coverage at fixed $q$, because

$$\frac{\partial(\beta W)}{\partial q}=\frac{2\eta}{1-\eta}+\frac{2\eta q}{(1-\eta)^2}>0,$$

$$\frac{\partial(\beta W)}{\partial\eta}=\frac1{1-\eta}+\frac{2q}{(1-\eta)^2}+\frac{q^2(1+\eta)}{(1-\eta)^3}>0 .$$

Within the hard-disk model there is a design consequence. At fixed coverage and fixed precursor, smaller inhibitors mean larger $q$, hence better blocking. For real molecules this is only a tendency to be tested, because height and shape also change with size, and a flat disk has neither a height nor a choice of shape. Very large inhibitors send $q$ to zero and $P$ back to $1-\eta$: the same bare area is then gathered into gaps much wider than the precursor.

**Q.** Now return to my question. Where does the guess fail?

**A.** First, in the curvature at $q=0$. Differentiating the exact small-cavity slope once more gives

$$\frac{2\eta}{1-\eta}+\frac{4\eta^2}{(1-\eta)^2}=\frac{2\eta(1+\eta)}{(1-\eta)^2}.$$

The $\delta^{5/2}$ pair term leaves this curvature unchanged across $q=0$. The quadratic has curvature $2\eta/(1-\eta)^2$, smaller by the factor $1+\eta$. It therefore starts with too little work, and so with too large a $P$.

**Q.** A curvature at one point says little about real sizes. Is there an exact result at finite $q$?

**A.** There is one order by order in density. If the circle contains $n$ centres, the alternating sum $1-n+\tfrac12n(n-1)-\dots$ is one for $n=0$ and zero otherwise. Averaging it, with $A=\pi a^2$, gives

$$P=1-\rho A+\frac{\rho^2}{2}\iint g(r_{12})\,d^2r_1d^2r_2-\dots$$

To lowest order $g$ is zero for $r_{12}<2R$ and one beyond. Let $I$ be the integral over pairs of points in the circle that are closer than $2R$; the double integral is then $A^2-I$. Taking $-\ln P$ adds $\tfrac12\rho^2A^2$, which cancels the $A^2$:

$$\beta W=\rho A+\frac{\rho^2}{2}I+O(\rho^3).$$

The first term is $\eta(1+q)^2$. Scaled-particle theory has $\eta+2\eta q+\eta q^2$ at this order, which is the same. With $\rho=\eta/(\pi R^2)$, the second term is $C_2\eta^2$, where

$$C_2=\frac{I}{2\pi^2R^4},\qquad C_2^{\rm SPT}=\frac12+2q+2q^2 .$$

At $q=1$ the exact coefficient is 4.692 and the theory gives 4.5, which is 4.1% low. At $q=3$ the values are 25.25 and 24.5, which is 3.0% low.

**Q.** Why does the relative error shrink for large precursors?

**A.** Because the pressure part is right at this order, and the error sits in the perimeter part. Deep inside a large circle, each point has partners over an area $4\pi R^2$, so $I\approx 4\pi^2R^2a^2$. Near the rim, part of that area lies outside. For a straight edge, the missing amount per unit length is found by integrating the outward displacement $s\cos\theta$ over half a disk of radius $\sigma=2R$:

$$\int_0^{\sigma}s^2ds\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=\frac{2\sigma^3}{3}=\frac{16R^3}{3}.$$

Multiply by the perimeter $2\pi a$, subtract, and divide by $2\pi^2R^4$:

$$C_2\approx2(1+q)^2-\frac{16}{3\pi}(1+q).$$

The coefficient of $q^2$ is 2, as in the theory. The coefficient of $q$ is $4-16/(3\pi)\approx2.30$ instead of 2. At second order, then, the theory makes the edge of a large cavity too cheap. At $q=200$ the estimate gives $C_2/q^2=2.0115$, equal to the value from the full pair integral in the numerical output.

**Q.** Low-density coefficients are comforting, but inhibitor layers are dense. Give me an example.

**A.** Take round model parameters: $R=3.0$ Å, $r=2.0$ Å, $\eta=0.40$ and $T=0.040$ eV. Then $q=2/3$ and $\rho=0.40/(9\pi)=0.01415$ Å$^{-2}$. The lateral pressure is

$$p=\frac{T}{\pi R^2}\,\frac{\eta}{(1-\eta)^2}=\frac{0.040}{28.27}\times\frac{0.40}{0.36}=0.00157\ \text{eV/Å}^2 .$$

The three parts of the work, in eV, are

$$-T\ln(0.60)=0.0204,$$

$$T\,\frac{2(0.40)(2/3)}{0.60}=0.0356,$$

$$T\,\frac{0.40\,(2/3)^2}{0.36}=0.0198 .$$

Their sum, taken before rounding, is $W=0.0757$ eV, or $0.00278$ hartree. Thus $W/T=1.89$ and $P=e^{-1.89}=0.15$, a quarter of your 60%.

The perimeter part is the largest here. The ratio of the pressure part to the perimeter part is $q/[2(1-\eta)]$, so the pressure part overtakes it only for $q>2(1-\eta)$, which is 1.2 at this coverage.

**Q.** A work of 0.076 eV looks like an activation barrier. Should I heat the surface less to improve the blocking?

**A.** Not on this account. Hard disks have no energy scale, so $W$ is proportional to $T$ and $P$ does not depend on $T$ at fixed $\eta$. The work is entropic: it counts lost arrangements. In a real layer temperature can still matter through the coverage, attractions, desorption or reaction rates, all of which lie outside this model.

**Q.** Could I have skipped the theory and treated the inhibitors as independently placed disks?

**A.** At the same number density, independent placement gives a Poisson distribution of centres, and

$$P_{\rm ind}=e^{-\rho\pi a^2}=e^{-\eta(1+q)^2}=e^{-1.11}=0.33 .$$

That is more than twice 0.15. Independent disks may overlap, which wastes blocking area. Hard disks cannot. Within scaled-particle theory the inequality holds term by term for $0<\eta<1$ and $q>0$:

$$-\ln(1-\eta)>\eta,\quad \frac{2\eta q}{1-\eta}>2\eta q,\quad \frac{\eta q^2}{(1-\eta)^2}>\eta q^2 .$$

The simulated layers also needed more work than independent disks at every positive $q$ tested.

**Q.** Simulated how, and how well does your 0.15 survive?

**A.** Metropolis sampling generated periodic layers of 64 hard disks, and random trial points measured $P$ directly. For $\eta=0.40$ and $q=2/3$ the result is $0.1445\pm0.0006$, where the uncertainty is one standard error. The theory's 0.1505 is 4% higher. The comparison at $q=1$ is more demanding:

| $\eta$ | $P$ simulated | $P$ theory | error in $W$ |
|---|---|---|---|
| 0.2 | 0.350 | 0.355 | −1.5% |
| 0.4 | 0.0473 | 0.0521 | −3.1% |
| 0.5 | 0.0072 | 0.0092 | −5.0% |

The errors are relative to the simulated $W$ of the 64-disk layers, so they include finite-size bias and sampling noise as well as the error of the theory. In all twelve comparisons with $q>0$ the theory gives the larger $P$, so it errs towards predicting too much leakage. At the lowest coverage and smallest precursor, the difference is less than two standard errors.

**Q.** An error of 5% in $W$, yet 0.0092 is well above 0.0072.

**A.** The exponential magnifies it. The ratio of the two probabilities is $e^{\Delta}$, where $\Delta$ is the difference in $W/T$. At $\eta=0.5$ and $q=1$ this difference is about 0.25, so the theory's $P$ is about 28% too high relative to the simulation. The better an inhibitor blocks, the larger the relative error in $P$ that a fixed relative error in $W$ causes.

**Q.** Is all of that difference the fault of the quadratic?

**A.** I can't claim that. At $\eta=0.2$ and $q=1$ the second-order deficit is $(4.692-4.5)\times0.04=0.008$, about half of the observed difference of 0.015 in $W/T$. The rest combines higher orders in density, the fixed number of disks in a small layer, and sampling noise. These were not separated.

The fixed number matters more at $\eta=0.5$ and $q=1$. In a large layer the local coverage fluctuates; fixing $N$ in a small one suppresses part of this. The leading correction to be added to the simulated $P$ is

$$\frac{\eta^2}{2N}\,\frac{d\eta}{dy}\,\frac{\partial^2P}{\partial\eta^2}.$$

Evaluated with the theory for $N=64$ and $q=1$, it is about 6% of $P$ at $\eta=0.5$, 2.5% at $\eta=0.4$ and 0.3% at $\eta=0.2$. The simulated 0.0072 also carries a standard error of 2.5%. At $q=1$, $W$ is the excess chemical potential, so the known virial coefficients of the hard-disk fluid fix $P$ for a large layer: about 0.351, 0.0485 and 0.0080 at $\eta=0.2$, 0.4 and 0.5. Against these values the theory's $W$ is low by 1.1%, 2.3% and 2.9%, and its $P$ at $\eta=0.5$ is about 15% too high rather than 28%.

**Q.** I care about selectivity, not about cavities. What does $P$ tell me?

**A.** It needs two more assumptions. Let a bare growth area take up an amount $N_g$ per unit area, and let an accessible place in the inhibited area react equally readily. While uptake is still linear in dose, the inhibited area takes up $N_n=PN_g$. The selectivity is then

$$S=\frac{N_g-N_n}{N_g+N_n}=\frac{1-P}{1+P}=\tanh\frac{\beta W}{2}.$$

The last form follows on putting $P=e^{-\beta W}$ and multiplying numerator and denominator by $e^{\beta W/2}$. The example gives $S=0.85/1.15=0.74$. This is an initial value. Once the growth area saturates while the inhibited area keeps leaking, $N_n/N_g$ rises and $S$ drops.

**Q.** Then turn it round. How much inhibitor do I need to let through one arrival in ten?

**A.** Setting $\beta W=\ln10$ and solving numerically for $\eta$ gives 0.445 for $r=2.0$ Å and 0.347 for $r=3.0$ Å, with $R=3.0$ Å in both cases. For the larger precursor the check is

$$-\ln(0.653)+\frac{2(0.347)}{0.653}+\frac{0.347}{0.653^2}=0.426+1.063+0.814=2.303 .$$

A precursor radius larger by half lowers the required coverage by about a tenth of the surface. Since the theory overestimated $P$ at the neighbouring simulated coverages, these requirements are probably slightly high for the hard-disk model.

**Q.** When should I stop trusting the formula altogether?

**A.** One warning is in the formula itself: it stays finite until $\eta=1$. Disks in a triangular lattice occupy an area $2\sqrt3R^2$ each, so their densest area fraction there is $\pi/(2\sqrt3)\approx0.91$. The theory does not know this limit, nor does it describe the freezing of the fluid at lower coverage. The simulations support it up to $\eta=0.5$ and $q=1$, with the errors quoted.

The physical assumptions can fail earlier. Inhibitors that attract one another may gather into islands and open wide gaps. A precursor that lingers on the surface can wait for a gap, so one failed insertion need not be its last attempt. In both cases $P$ as calculated here no longer fixes the leak rate. If the layer equilibrates and then freezes, $P$ still gives the initial leak averaged over a large surface, but later arrivals meet the same gaps, some of them already filled.

## Computed values

```
Inhibitor radius R = 3.0 angstrom
Precursor radius r = 2.0 angstrom
Radius ratio q = 0.6667
Inhibitor area fraction eta = 0.40
Thermal energy T = 0.040 eV
Inhibitor density = 0.01415 angstrom^-2
SPT lateral pressure = 0.001572 eV/angstrom^2
Point part of W = 0.02043 eV
Boundary part of W = 0.03556 eV
Pressure part of W = 0.01975 eV
Insertion work W = 0.07574 eV = 0.002783 hartree
W/T = 1.8935
SPT insertion probability P = 0.1505
Bare-area estimate 1-eta = 0.6000
Uncorrelated-disk estimate = 0.3292
Initial selectivity S = 0.7383
Coefficient of eta^2 in W/T: q, exact, SPT
  0.00  0.5000  0.5000
  0.25  1.1503  1.1250
  0.50  2.0729  2.0000
  1.00  4.6920  4.5000
  2.00  12.9643  12.5000
  3.00  25.2521  24.5000
Exact coefficient / q^2 at q = 200: 2.0115
Pressure coefficient of eta^2: 2.0000
Simulated layers: 100 copies of 64 disks
eta, q, P simulated, standard error, P SPT, W error in %
  0.2  0.250  0.69117  0.00074  0.69234  -0.46
  0.2  0.500  0.57457  0.00082  0.57622  -0.52
  0.2  0.667  0.49568  0.00081  0.49889  -0.92
  0.2  1.000  0.34956  0.00087  0.35500  -1.47
  0.4  0.250  0.39925  0.00080  0.40108  -0.50
  0.4  0.500  0.22809  0.00069  0.23334  -1.54
  0.4  0.667  0.14448  0.00059  0.15054  -2.12
  0.4  1.000  0.04733  0.00043  0.05206  -3.13
  0.5  0.250  0.26199  0.00062  0.26763  -1.59
  0.5  0.500  0.10419  0.00056  0.11157  -3.02
  0.5  0.667  0.04895  0.00035  0.05418  -3.37
  0.5  1.000  0.00717  0.00018  0.00916  -4.95
Largest SPT deviation in W = 4.95 %
eta for P = 0.1 at r = 2.0 angstrom: 0.4453
eta for P = 0.1 at r = 3.0 angstrom: 0.3470
```
